# Infinite-order transition of the antiferroelectric F model

## Four columns, solved by hand

The F model describes proton order on a square lattice. Each vertex is a molecular group and each edge a hydrogen bond. An arrow on the edge shows which end the proton is near. The ice rule puts two arrows in and two out at every vertex, which leaves six configurations. Four have arrows running straight through (weights \(a,a,b,b\)); two have opposite arrows pointing both in or both out (weight \(c\)). With \(\epsilon>0\) and no field,
\[
a=b=e^{-K},\qquad c=1,\qquad K=\frac{\epsilon}{k_BT}. \tag{1}
\]
The ground states consist of \(c\) vertices, have alternating arrows and carry no polarization.

Mark down and left arrows as lines. The ice rule then conserves the number \(n\) of vertical lines from row to row. Take a ring of \(N=4\) columns, \(n=2\), and \(K=\tfrac12\ln2\), so \(a=b=1/\sqrt2\). Let \(\Lambda\) denote an eigenvalue of the matrix of row weights, whose entries connect the line positions below a row to those above it.

An unchanged row has two horizontal arrangements of weight \(1/4\), in total \(1/2\). A row that moves one line has two \(c\) vertices and weight \(1/2\). The states \(\{1,3\}\) and \(\{2,4\}\) are connected with weight 1; opposite adjacent pairs are not connected.

Give the four adjacent-pair states amplitude \(x\) and the two alternating states amplitude \(y\):
\[
\Lambda x=\tfrac32x+y,\qquad \Lambda y=2x+\tfrac32y .
\]
Hence \((\Lambda-\tfrac32)^2=2\), and the positive vector has \(\Lambda=\tfrac32+\sqrt2\). For a tall lattice the largest eigenvalue fixes the free energy, \(-k_BT\ln\kappa\) per vertex, with \(\ln\kappa=\lim_{N\to\infty}N^{-1}\ln\Lambda\).

## What the anisotropy parameter says

From (1),
\[
\Delta=\frac{a^2+b^2-c^2}{2ab}=1-\tfrac12e^{2K}. \tag{2}
\]
Thus \(\Delta=-1\) when \(e^{2K}=4\), or
\[
k_BT_c=\epsilon/\ln2. \tag{3}
\]
This locates a change of parametrization. The order of the transition must come from the free energy. Write
\[
\begin{aligned}
T>T_c:&\quad \Delta=-\cos\mu,\quad 2\cos(\mu/2)=e^K,\\
T<T_c:&\quad \Delta=-\cosh\lambda,\quad 2\cosh(\lambda/2)=e^K.
\end{aligned}\tag{4}
\]
Both are \(\cos(\sqrt s/2)=e^K/2\), with \(s=\mu^2=-\lambda^2\). The left side is a power series in \(s\) with slope \(-1/8\) at zero, so \(s\) is an analytic function of \(K\) near \(K=\ln2\).

## Bethe equations

Introduce \(a(u)=\sin(\mu-u)\), \(b(u)=\sin u\), \(c=\sin\mu\). At \(u=\mu/2\) their ratios are those of (1). Let \(R_{ij}(u)\) act on two arrows: it gives \(a\) if they are equal; if they differ, it leaves them with weight \(b\) or exchanges them with weight \(c\). Then
\[
R_{12}(x)R_{13}(x+y)R_{23}(y)=R_{23}(y)R_{13}(x+y)R_{12}(x). \tag{5}
\]
To verify this, act on states with one line. The matrix elements that are not identical reduce to
\[
\begin{aligned}
a(x)a(y)&=b(x)b(y)+c\,a(x+y),\\
a(x)b(x+y)&=b(x)a(x+y)+c\,b(y),
\end{aligned}
\]
and the second with \(x,y\) exchanged. Product-to-sum formulas prove both. Arrow reversal covers two lines; zero and three are immediate.

Multiply \(R\) along a row, keeping the horizontal arrow open. The result is a \(2\times2\) matrix of operators with rows \((A,B)\) and \((C,D)\), and the row matrix is \(A+D\). Repeated use of (5) gives \([B(u),B(v)]=0\) and
\[
\begin{aligned}
A(u)B(v)&=\frac{a(v-u)}{b(v-u)}B(v)A(u)-\frac{c}{b(v-u)}B(u)A(v),\\
D(u)B(v)&=\frac{a(u-v)}{b(u-v)}B(v)D(u)-\frac{c}{b(u-v)}B(u)D(v).
\end{aligned}\tag{6}
\]
On the state without lines, \(A=a(u)^N\) and \(D=b(u)^N\); each \(B\) adds a line. Apply \(A+D\) to \(B(v_1)\cdots B(v_n)|0\rangle\). The first terms of (6) give
\[
\Lambda=a(u)^N\prod_j\frac{\sin(\mu+u-v_j)}{\sin(v_j-u)}
+b(u)^N\prod_j\frac{\sin(\mu-u+v_j)}{\sin(u-v_j)}. \tag{7}
\]
The other terms replace some \(v_j\) by \(u\). Since the \(B\)'s commute, put that \(B(v_j)\) first; its second term in (6), followed by first terms, gives the whole coefficient. The \(A\) and \(D\) contributions cancel if
\[
\left[\frac{a(v_j)}{b(v_j)}\right]^N=(-1)^{n-1}\prod_{l\ne j}
\frac{\sin(\mu-v_j+v_l)}{\sin(\mu+v_j-v_l)}. \tag{8}
\]

Take \(N\) a multiple of 4, \(n=N/2\), and \(v_j=\mu/2+i\alpha_j\) with real \(\alpha_j\). The phase of \(\sin(\phi+i\alpha)\) is \(\Theta/2\), where \(\Theta(\alpha,\phi)=2\arctan(\cot\phi\tanh\alpha)\). The logarithm of (8) is
\[
N\Theta(\alpha_j,\tfrac\mu2)=2\pi I_j+\sum_l\Theta(\alpha_j-\alpha_l,\mu),\quad I_j=-\tfrac{n-1}2,\dots,\tfrac{n-1}2. \tag{9}
\]
The roots form pairs \(\pm\alpha\). At \(u=\mu/2\) the two terms of (7) are then equal. A pair contributes \(\sin(\mu-i\alpha)\sin(\mu+i\alpha)/\sinh^2\alpha=1+\sin^2\mu/\sinh^2\alpha\), so in the normalization (1)
\[
\Lambda=2e^{-NK}\prod_j\left(1+\frac{\sin^2\mu}{\sinh^2\alpha_j}\right)^{1/2}. \tag{10}
\]

For the opening case \(\mu=\pi/2\), the sum in (9) vanishes and \(\tanh\alpha=\pm\tan(\pi/8)\). Equation (10) gives \(\tfrac12\coth^2\alpha=\tfrac12(1+\sqrt2)^2=\tfrac32+\sqrt2\), as before.

For larger \(N\) at \(\mu=\pi/2\), the allowed phases are independent. Real \(\alpha\) gives factors of modulus \(\coth|\alpha|>1\); the other half of the phases, \(\alpha+i\pi/2\), gives \(\tanh|\alpha|<1\). The choice in (9) therefore gives the largest eigenvalue with \(n=N/2\). Positive weights make this eigenvalue nondegenerate. It remains the largest in its sector as \(K\) varies, provided the Bethe solution continues smoothly with a nonzero vector.

I assume this continuation, that \(n=N/2\) is the leading sector, and that the roots approach a smooth density. As a check for \(N=8\), diagonalizing the full row matrix and using the Bethe roots both give \(\ln\Lambda=1.747626312\) at \(K=0.4\) and \(0.218571552\) at \(K=1\).

## Free energy above the transition

Let \(N\rho(\alpha)d\alpha\) count roots. Differentiate (9), using \(dI/d\alpha=N\rho\):
\[
\Theta'(\alpha,\tfrac\mu2)=2\pi\rho(\alpha)+\int_{-\infty}^{\infty}\Theta'(\alpha-\beta,\mu)\rho(\beta)d\beta, \tag{11}
\]
\[
\Theta'(\alpha,\phi)=\frac{2\sin2\phi}{\cosh2\alpha-\cos2\phi}.
\]
This kernel has period \(i\pi\). Between the real axis and its translate by \(i\pi\) lie poles at \(i\phi\) and \(i(\pi-\phi)\), with residues \(-i\) and \(i\). The residue theorem gives
\[
\int e^{ik\alpha}\Theta'(\alpha,\phi)d\alpha
=2\pi\frac{e^{-k\phi}-e^{-k(\pi-\phi)}}{1-e^{-\pi k}}
=2\pi\frac{\sinh[(\pi-2\phi)k/2]}{\sinh(\pi k/2)}. \tag{12}
\]
Thus (11) yields
\[
\hat\rho(k)=\frac{\sinh[(\pi-\mu)k/2]}{\sinh(\pi k/2)+\sinh[(\pi-2\mu)k/2]}
=\frac1{2\cosh(\mu k/2)}, \tag{13}
\]
because the denominator is \(2\sinh[(\pi-\mu)k/2]\cosh(\mu k/2)\). Also \(\hat\rho(0)=1/2\), the required number of lines per column.

Each root contributes \(W=\tfrac12\ln(1+\sin^2\mu/\sinh^2\alpha)\) to \(\ln\Lambda\). Since \(\partial_\mu W=\tfrac12\Theta'(\alpha,\mu)\), integrating (12) from \(\mu=0\) gives
\[
\hat W(k)=\frac{2\pi\sinh[(\pi-\mu)k/2]\sinh(\mu k/2)}{k\sinh(\pi k/2)}.
\]
Now \(\ln\kappa=-K+(2\pi)^{-1}\int\hat\rho\hat W\,dk\). With \(k=2x\) and an even integrand,
\[
\ln\kappa=-K+\int_0^\infty\frac{\tanh(\mu x)\sinh[(\pi-\mu)x]}{x\sinh\pi x}\,dx. \tag{14}
\]
At \(K=0.4\) this is 0.210408; the finite Bethe result for \(N=128\) is 0.210440 per column. At infinite temperature, \(\mu=2\pi/3\), (14) gives 0.431523, which agrees with the square-ice value \(\tfrac32\ln\tfrac43\).

## Free energy below the transition

Put \(\mu=i\lambda\), \(\alpha=i\varphi\). The roots are real in \(\varphi\), on an interval of length \(\pi\). The kernel becomes
\[
\Theta'(\varphi,\eta)=\frac{2\sinh2\eta}{\cosh2\eta-\cos2\varphi}
=2\sum_{m=-\infty}^{\infty}e^{-2|m|\eta}e^{2im\varphi},
\]
with Fourier coefficients \(2\pi e^{-2|m|\eta}\). The density equation, with \(\eta=\lambda/2\) on the left and \(\eta=\lambda\) in the scattering term, gives
\[
e^{-|m|\lambda}=\hat\rho_m(1+e^{-2|m|\lambda}),\qquad \hat\rho_m=\frac1{2\cosh m\lambda}.
\]
Now \(W=\tfrac12\ln(1+\sinh^2\lambda/\sin^2\varphi)\) and \(\partial_\lambda W=\tfrac12\Theta'(\varphi,\lambda)\). Hence \(W_0=\pi\lambda\) and \(W_m=\pi(1-e^{-2|m|\lambda})/(2|m|)\) otherwise. Summing \(\pi^{-1}\hat\rho_mW_m\),
\[
\ln\kappa=-K+S(\lambda),\quad S=\frac\lambda2+\sum_{m=1}^{\infty}\frac{e^{-m\lambda}\tanh m\lambda}{m}. \tag{15}
\]

The cold limit shows what this means. Put \(q=e^{-\lambda}\). Since \(K=\lambda/2+\ln(1+q)\), the terms linear in \(q\) cancel and \(\ln\kappa=q^2+O(q^3)\approx e^{-4K}\). This is the reversal of the four arrows around one square: it turns four \(c\) vertices into straight ones and costs \(4\epsilon\). There is one such square per vertex.

## All derivatives match

In (14) use
\[
\frac{\sinh[(\pi-\mu)x]}{\sinh\pi x}=e^{-\mu x}-\frac{2\sinh\mu x}{e^{2\pi x}-1}.
\]
With \(y=\mu x\) in the first part,
\[
\ln\kappa=-K+C-J,\quad
J=\int_0^\infty\frac{2\tanh(\mu x)\sinh(\mu x)}{x(e^{2\pi x}-1)}dx, \tag{16}
\]
\[
C=\int_0^\infty\frac{e^{-y}\tanh y}{y}dy
=\sum_{n=0}^\infty(-1)^n\ln\frac{2n+3}{2n+1}
=2\ln\frac{\Gamma(1/4)}{2\Gamma(3/4)}.
\]
The sum follows by expanding \(\tanh y\) in powers of \(e^{-2y}\) and integrating differences of exponentials. Pairing its factors gives the gamma functions. Numerically, \(C=0.783189\).

The integrand of \(J\) is even in \(\mu\). Since \(\tanh y\sinh y=\cosh y-\operatorname{sech}y\),
\[
\tanh y\sinh y=\sum_{k\ge1}c_ky^{2k},\qquad c_k=\frac{1-E_{2k}}{(2k)!},
\]
where \(E_{2k}\) are Euler numbers. With the Bernoulli numbers \(B_{2k}\), \(\int_0^\infty x^{2k-1}/(e^{2\pi x}-1)\,dx=|B_{2k}|/(4k)\), so as \(s\to0^+\)
\[
J\sim\sum_{k\ge1}a_ks^k,\qquad a_k=\frac{(1-E_{2k})|B_{2k}|}{2k(2k)!}. \tag{17}
\]

Below \(T_c\), define \(G(y)=e^{-y}\tanh y/y\), \(G(0)=1\). Then \(S=\lambda[\tfrac12G(0)+\sum_{m\ge1}G(m\lambda)]\), and the Euler-Maclaurin formula gives
\[
S\sim C-\sum_{k\ge1}\frac{B_{2k}}{(2k)!}\lambda^{2k}G^{(2k-1)}(0).
\]
The odd part of \(G\) is \(-\sinh y\tanh y/y\), so \(G^{(2k-1)}(0)=-(2k-1)!\,c_k\). Using \(B_{2k}=(-1)^{k-1}|B_{2k}|\),
\[
S\sim C-\sum_{k\ge1}a_k(-\lambda^2)^k. \tag{18}
\]
This is the series (17) with \(s=-\lambda^2\). Both remainders stay of the order of the first omitted term in a complex sector around the positive \(\mu\) or \(\lambda\) axis. Cauchy's formula on circles inside the sector then permits term-by-term differentiation. Every derivative with respect to \(s\), and hence \(T\), has the same finite limit from both sides.

Set \(\delta=K-\ln2\). Expanding (4) gives \(s=-8\delta-\tfrac83\delta^2+O(\delta^3)\). Since \(a_1=1/12\) and \(a_2=-1/720\),
\[
\ln\kappa=-K+C+\tfrac23\delta+\tfrac{14}{45}\delta^2+O(\delta^3). \tag{19}
\]
The energy per vertex is \(-\epsilon\,d\ln\kappa/dK=\epsilon/3\) at \(T_c\). The heat capacity is \(k_BK^2d^2\ln\kappa/dK^2=(28/45)(\ln2)^2k_B=0.299k_B\). There is neither latent heat nor a jump.

## Why there is still a transition

The poles of \(\operatorname{sech}y\) nearest zero, at \(\pm i\pi/2\), give \(|c_k|\approx(4/\pi)(2/\pi)^{2k}\). With \(|B_{2k}|\approx2(2k)!/(2\pi)^{2k}\),
\[
|a_k|\approx\frac8\pi\frac{(2k-1)!}{\pi^{4k}}. \tag{20}
\]
The factorial makes the radius of convergence zero. A function analytic at \(s=0\) would have a convergent Taylor series, so the free energy is not analytic at \(T_c\). Matching of all derivatives together with non-analyticity is the meaning of infinite order.

The hidden singular term can be isolated. Apply the Abel-Plana formula to \(f(z)=e^{-\lambda z}\tanh(\lambda z)/z\):
\[
\tfrac12f(0)+\sum_{m\ge1}f(m)=\int_0^\infty f(x)dx+i\int_0^\infty\frac{f(ix)-f(-ix)}{e^{2\pi x}-1}dx.
\]
The left side is \(S\), and the first integral is \(C\). Here \(f(\pm ix)=e^{\mp i\lambda x}\tan(\lambda x)/x\) has poles at \(x_n=(2n+1)\pi/(2\lambda)\). The paths must stay at \(\operatorname{Re}z>0\), so they pass below these poles for \(f(ix)\) and above for \(f(-ix)\). At \(x_n\) the two terms, with their prefactors \(i\) and \(-i\), have equal residues; the opposite half-turns cancel. With P denoting the principal value,
\[
S=C+\mathrm P\!\int_0^\infty\frac{2\sin(\lambda x)\tan(\lambda x)}{x(e^{2\pi x}-1)}dx. \tag{21}
\]

Now continue (16) to \(\mu=i\lambda+0\). The integrand becomes minus that of (21), but its poles lie just above the path. Each adds \(i\pi\) times its residue \(2(-1)^n/[\lambda x_n(e^{2\pi x_n}-1)]\). Therefore \(C-J=S-iD\), with
\[
D=\sum_{n\ge0}\frac{4(-1)^n}{(2n+1)[e^{(2n+1)\pi^2/\lambda}-1]}\approx4e^{-\pi^2/\lambda}. \tag{22}
\]
At \(\lambda=1.5\), direct complex integration gives \(\operatorname{Im}J=0.005560577\), equal to \(D\) in all printed digits. Continuation on the other side of the cut reverses the sign of \(iD\). The physical free energy remains real; \(D\) measures the failure of the upper branch to continue into the lower one. Near \(T_c\), \(\lambda\approx\sqrt{8\ln2\,|T/T_c-1|}\), so \(D\) vanishes faster than any power of \(T_c-T\).

## A hydrogen-bonded layer

Choose \(\epsilon=14.0\) meV. Equation (3) gives \(k_BT_c=14.0/0.6931=20.20\) meV, or \(T_c=234.4\) K. The energy at \(T_c\) is \(14.0/3=4.67\) meV per vertex. The entropy is \(\ln\kappa+K/3=0.0900+0.2310=0.321\) in units of \(k_B\).

The heat capacity is \(0.615k_B\) at \(0.8T_c\), \(0.49k_B\) at \(0.9T_c\) and \(0.217k_B\) at \(1.1T_c\). Its maximum, \(0.616k_B\), lies near \(0.81T_c\), so a heat-capacity maximum would not locate this transition. The singular size \(D\) is \(1.6\times10^{-5}\) at \(0.9T_c\) and \(3\times10^{-18}\) at \(0.99T_c\).

The energy \(\epsilon\) was chosen to put \(T_c\) in the rough range of copper formate tetrahydrate, a layered hydrogen-bonded antiferroelectric that orders at a couple of hundred kelvin. The agreement is therefore no prediction, and nothing here shows that the proton network of that crystal follows the F model. Real crystals break the model's assumptions of a perfect ice rule, isolated layers and classical protons. Three assumed inputs give bare sizes for these effects. Each size is evaluated at \(T_c\) and held fixed when it is compared with \(D\):

- An ice-rule defect costing 200 meV has Boltzmann weight \(5.0\times10^{-5}\) at \(T_c\). \(D\) reaches this size at 207 K.
- An interlayer coupling of 0.10 meV is \(0.0050\,k_BT_c\). \(D\) reaches 0.0050 at 172 K.
- A proton in a quartic double well, with a 400 meV barrier and minima 0.076 nm apart, has a tunnel splitting of 1.65 meV, or \(0.082\,k_BT_c\). \(D\) reaches 0.082 at 121 K.

These bare numbers do not rank the effects and are not shifts of \(T_c\). One proton hop creates two defects and costs about 400 meV, so tunnelling enters at second order: with a hopping element of half the splitting, \((0.82\ \mathrm{meV})^2/400\ \mathrm{meV}\approx0.002\) meV per bond, far below 1.65 meV. The interlayer coupling acts the other way. Above \(T_c\) the staggered correlations of the ideal layer decay as \(r^{-\eta}\) with \(\eta=\pi/(\pi-\mu)\), a result quoted here and not derived. Since \(\eta<2\) for \(T<2T_c\), the staggered susceptibility grows without bound with layer size in that range, and even a weak coupling can raise the ordering temperature by much more than its ratio \(0.0050\) suggests. Defects end lines and cut off this growth at a finite length. The actual shifts have not been calculated. Close to \(T_c\) all three effects far exceed \(D\), so the infinite-order result belongs to the ideal layer and cannot be carried over to the crystal without treating them.

## Calculated quantities

```
epsilon = 14.0 meV
Tc = 234.38 K; kB*Tc = 20.198 meV
Delta at Tc = -1.000000
K=0.4, N=8: ln eigenvalue matrix 1.747626312, Bethe 1.747626312
K=1.0, N=8: ln eigenvalue matrix 0.218571552, Bethe 0.218571552
K=0.4: ln kappa formula 0.21040810, N=128 0.21044006
K=1.0: ln kappa formula 0.02393962, N=128 0.02393962
ln kappa at infinite T = 0.43152311
C = 0.78318879; ln kappa at Tc = 0.09004160
series coefficient a_1 = 8.33333333e-02
series coefficient a_2 = -1.38888889e-03
series coefficient a_3 = 3.41710758e-04
series coefficient a_4 = -1.43022487e-04
a_4 estimate from above = -1.41979e-04
a_4 estimate from below = -1.44089e-04
growth constant at k=20 = 2.54647909; 8/pi = 2.54647909
lambda=1.5: Im J = 0.005560577, D = 0.005560577
energy at Tc by differences = 0.33331 epsilon
energy at Tc, epsilon/3 = 4.6667 meV
entropy at Tc = 0.321091 kB
heat capacity at Tc: differences 0.29902, formula 0.29895 kB
T/Tc, T (K), energy (meV), entropy (kB), heat capacity (kB), per vertex:
0.6, 140.6, 0.7387, 0.07297, 0.31973
0.8, 187.5, 2.7285, 0.21249, 0.61525
0.9, 210.9, 3.8949, 0.28065, 0.49334
1.1, 257.8, 5.1792, 0.34534, 0.21717
1.5, 351.6, 6.3258, 0.39031, 0.09405
T/Tc, lambda, singular size D (dimensionless):
0.99, 0.23694, 3.252e-18
0.95, 0.54352, 5.199e-08
0.90, 0.79505, 1.625e-05
0.80, 1.21169, 1.161e-03
assumed defect energy = 200.0 meV
assumed interlayer coupling = 0.10 meV
assumed barrier = 400 meV; well separation = 0.076 nm
proton tunnel splitting = 1.6472 meV
defect Boltzmann weight = 5.007e-05; D equals it at 206.7 K
interlayer coupling/(kB*Tc) = 4.951e-03; D equals it at 172.2 K
tunnel splitting/(kB*Tc) = 8.155e-02; D equals it at 121.4 K
largest of these sizes: tunnel splitting/(kB*Tc)
```
